**Quantum point-contact current through an inverted-parabola barrier**

The program tests the zero-temperature current I = (N/π){V + (1/α) ln[(1+e^{α(Φ−βV)})/(1+e^{α(Φ+(1−β)V)})]} in Hartree atomic units. Here Φ is the barrier height above the equilibrium Fermi level, α is 2π divided by the curvature frequency, V is the bias, β is the fraction of it dropped between source and barrier top, and N is the number of spin-degenerate channels. It asserts that the integral solution satisfies the scaled wave equation and has the derived asymptotic forms. It also asserts that transmissions from direct integration of the Schrödinger equation, summed over the bias window, reproduce the closed form at both polarities and above the barrier; the largest relative error in the current is 2.1e-05. Further assertions cover the tunnelling action, the prefactor 1/π from a sum over lead states, the small-bias and high-bias limits, the leading thermal correction (at 75 K) and the shift of the barrier top by an internal field. For Φ = 0.04 hartree, a thickness of 20 bohr and β = 0.8, the output shows 1.48 microampere at +1.09 V and a forward-to-reverse current ratio of 191. At that bias, warming the reservoirs to 300 K raises the current by 5.9 percent, and dropping 40 percent of the bias inside the barrier lowers it by 7.9 percent.

## Numerical check

```python
# Result under test: zero-temperature current through an inverted-parabola barrier,
#   I = (N/pi) { V + (1/alpha) ln[(1+exp(alpha(Phi-beta V)))
#                                /(1+exp(alpha(Phi+(1-beta)V)))] }
# Hartree atomic units, electron mass 1, N = 1 spin-degenerate channel.
# Phi: barrier top above the equilibrium Fermi level (energy zero)
# t: barrier thickness at the Fermi level; omega: curvature frequency
# alpha = 2 pi/omega; V: bias; beta: fraction dropped between source and top
# Source level is beta V, drain level is -(1-beta)V.
import numpy as np
import mpmath as mp
from scipy.integrate import quad, solve_ivp
from scipy.special import expit
from scipy.constants import physical_constants, k as k_boltzmann

Phi, t, beta = 0.04, 20.0, 0.8
omega = 2 / t * np.sqrt(2 * Phi)
alpha = 2 * np.pi / omega
V_main, V_high = 0.04, 0.10
volt = physical_constants["atomic unit of electric potential"][0]
microamp = physical_constants["atomic unit of current"][0] * 1e6
hartree_joule = physical_constants["Hartree energy"][0]


def transmission(E, top=Phi):
    return expit(alpha * (E - top))


def current(V, b=beta, top=Phi):
    log_ratio = (np.logaddexp(0, alpha * (top - b * V))
                 - np.logaddexp(0, alpha * (top + (1 - b) * V)))
    return (V + log_ratio / alpha) / np.pi


# Tunnelling action at the Fermi level, from the barrier geometry.
action = 2 * quad(lambda x: np.sqrt(max(0, 2 * Phi * (1 - 4 * x**2 / t**2))),
                  -t / 2, t / 2)[0]
assert abs(action / (alpha * Phi) - 1) < 1e-6

# Integral solution of psi'' + (x^2 + 2 eps) psi = 0, on a rotated contour.
mp.mp.dps = 30


def integral_solution(x, eps):
    a = mp.mpf(1) / 2 + 1j * eps
    rot = mp.exp(1j * mp.pi / 4)
    integral = mp.quad(lambda r: r**(a - 1) * mp.exp(-r * r / 4 + rot * r * x),
                       [0, 1, 4, 8, 12, 16, 20, 26, 34])
    return mp.exp(-1j * x * x / 2 - 1j * mp.pi * a / 4) * integral


asymptotic_error = 0.0
for eps in (mp.mpf("0.3"), mp.mpf("-0.4")):
    x, h = mp.mpf("0.7"), mp.mpf("0.001")
    middle = integral_solution(x, eps)
    second = (integral_solution(x + h, eps) - 2 * middle
              + integral_solution(x - h, eps)) / h**2
    assert abs(second + (x * x + 2 * eps) * middle) < 1e-4 * abs(middle)
    X = mp.mpf(8)
    a = mp.mpf(1) / 2 + 1j * eps
    endpoint = mp.gamma(a) * X**(-a) * mp.exp(-1j * X * X / 2)
    left = endpoint * mp.exp(-1j * mp.pi * a / 2)
    right = (endpoint * mp.exp(1j * mp.pi * a / 2)
             + mp.sqrt(4 * mp.pi) * (2 * X)**(a - 1)
             * mp.exp(1j * X * X / 2 - 1j * mp.pi / 4))
    scale = mp.sqrt(2 * mp.pi / X)
    for numeric, predicted in ((integral_solution(-X, eps), left),
                               (integral_solution(X, eps), right)):
        asymptotic_error = max(asymptotic_error,
                               float(abs(numeric - predicted) / scale))
# Neglected terms are of relative order 1/X^2.
assert asymptotic_error < 0.01


def schrodinger_transmission(E, field=0.0):
    """Transmission by direct integration, matched to WKB waves far away."""
    E = np.asarray(E, float)
    n = E.size
    far = 12 / np.sqrt(omega)

    def U(x):
        return Phi * (1 - 4 * x**2 / t**2) - field * x

    def wave(x):
        kk = np.sqrt(2 * (E - U(x)))
        slope = (8 * Phi * x / t**2 + field) / kk
        return kk, slope / (2 * kk)

    kR, dR = wave(far)
    psi = kR**-0.5 + 0j
    start = np.concatenate([psi, (1j * kR - dR) * psi])

    def rhs(x, y):
        return np.concatenate([y[n:], 2 * (U(x) - E) * y[:n]])

    sol = solve_ivp(rhs, (far, -far), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    psi, dpsi = sol.y[:n, -1], sol.y[n:, -1]
    kL, dL = wave(-far)
    incident = 0.5 * (psi + (dpsi + dL * psi) / (1j * kL))
    return 1 / (kL * abs(incident)**2)


# Current from Schrodinger transmissions, integrated over the bias window.
nodes, weights = np.polynomial.legendre.leggauss(24)
biases = np.array([V_main, -V_main, V_high])
energies = np.array([(beta - 0.5) * V + 0.5 * V * nodes for V in biases])
T_wave = schrodinger_transmission(energies.ravel()).reshape(energies.shape)
T_error = np.max(abs(T_wave / transmission(energies) - 1))
I_wave = 0.5 * biases * (T_wave @ weights) / np.pi
I_error = np.max(abs(I_wave / current(biases) - 1))
# Finite matching distance limits the agreement.
assert T_error < 5e-4 and I_error < 5e-4
assert abs(I_wave[1] / -current(V_main, 1 - beta) - 1) < 5e-4

# The prefactor 1/pi from a sum over discrete right-moving lead states.
lead_length, band_bottom = 2e6, -0.3
k_low = np.sqrt(2 * (-(1 - beta) * V_main - band_bottom))
k_high = np.sqrt(2 * (beta * V_main - band_bottom))
dk = 2 * np.pi / lead_length
k_states = dk * np.arange(np.ceil(k_low / dk), np.floor(k_high / dk) + 1)
I_sum = 2 / lead_length * np.sum(
    k_states * transmission(k_states**2 / 2 + band_bottom))
assert abs(I_sum / current(V_main) - 1) < 1e-3

# Small-bias conductance and rectifying term.
T0 = transmission(0.0)
v = 1e-4
odd = (current(v) - current(-v)) / (2 * v)
even = (current(v) + current(-v)) / v**2
even_formula = (2 * beta - 1) * alpha * T0 * (1 - T0) / np.pi
assert abs(odd / (T0 / np.pi) - 1) < 1e-3
assert abs(even / even_formula - 1) < 1e-3
assert abs(current(v, 0.5) + current(-v, 0.5)) < 1e-5 * abs(even) * v**2

# High-bias straight line and its slope.
I_line = (beta * V_high - Phi) / np.pi
assert abs(current(V_high) - I_line) < (
    np.exp(-alpha * (beta * V_high - Phi)) / (alpha * np.pi))
slope_high = (current(V_high + v) - current(V_high - v)) / (2 * v)
assert abs(slope_high * np.pi / beta - 1) < 1e-3


def thermal_current(V, kT):
    muS, muD = beta * V, -(1 - beta) * V

    def integrand(E):
        return transmission(E) * (expit((muS - E) / kT) - expit((muD - E) / kT))

    edges = [muD - 40 * kT, muD - 8 * kT, muD, muD + 8 * kT,
             muS - 8 * kT, muS, muS + 8 * kT, muS + 40 * kT]
    edges = sorted(edges)
    return sum(quad(integrand, lo, hi, epsabs=1e-15, epsrel=1e-11)[0]
               for lo, hi in zip(edges[:-1], edges[1:])) / np.pi


def thermal_correction(V, kT):
    TS, TD = transmission(beta * V), transmission(-(1 - beta) * V)
    return np.pi / 6 * kT**2 * alpha * (TS * (1 - TS) - TD * (1 - TD))


kT300 = 300 * k_boltzmann / hartree_joule
kT75 = kT300 / 4
I_main = current(V_main)
assert abs((thermal_current(V_main, kT75) - I_main)
           / thermal_correction(V_main, kT75) - 1) < 0.01
I_300 = thermal_current(V_main, kT300)
I_300_leading = I_main + thermal_correction(V_main, kT300)

# Part gamma of the bias dropped linearly across the barrier thickness.
gamma = 0.4
field = gamma * V_main / t
top_shift = gamma**2 * V_main**2 / (16 * Phi)
E_test = np.array([-0.008, 0.01, 0.032])
T_tilted = schrodinger_transmission(E_test, field)
assert np.max(abs(T_tilted / transmission(E_test, Phi + top_shift) - 1)) < 5e-4
assert np.min(abs(T_tilted / transmission(E_test) - 1)) > 0.03
I_tilted = current(V_main, beta, Phi + top_shift)

print(f"barrier height Phi = {Phi:.3f} hartree")
print(f"barrier thickness t = {t:.1f} bohr")
print(f"source-side fraction beta = {beta:.2f}; channels N = 1")
print(f"curvature frequency omega = {omega:.6f} hartree")
print(f"alpha = {alpha:.3f} 1/hartree")
print(f"alpha*Phi = {alpha*Phi:.4f}; action by quadrature = {action:.4f}")
print(f"transmission at Fermi level T0 = {T0:.4e}")
print(f"conductance quantum = {1/np.pi:.6f} a.u.")
print(f"small-bias conductance = {odd:.4e} a.u.")
print(f"I(V)+I(-V) over V^2, small V = {even:.4e} a.u.")
print("Currents at beta = 0.8:" if beta == 0.8 else "Currents:")
for V in (0.02, -0.02, V_main, -V_main, 0.08, -0.08, V_high):
    print(f"V = {V:+.3f} a.u. = {V*volt:+.4f} V: I = {current(V):+.5e} a.u."
          f" = {current(V)*microamp:+.5g} microampere")
print(f"main bias: source level = {beta*V_main:+.4f} hartree")
print(f"main bias: drain level = {-(1-beta)*V_main:+.4f} hartree")
print(f"T at source level = {transmission(beta*V_main):.5f}")
print(f"T at drain level = {transmission(-(1-beta)*V_main):.4e}")
print(f"rectification I(V)/|I(-V)|, V=0.04: {I_main/abs(current(-V_main)):.3f}")
for b in (0.2, 0.5, 0.8):
    print(f"V = 0.04 a.u., beta = {b:.1f}: I = {current(V_main,b):.5e} a.u.")
print(f"high-bias line at V=0.10: {I_line:.6e} a.u.")
print(f"slope at V=0.10 over conductance quantum = {slope_high*np.pi:.5f}")
print(f"kT at 300 K = {kT300:.4e} hartree; alpha*kT = {alpha*kT300:.4f}")
print(f"I at V=0.04, 300 K, quadrature = {I_300:.5e} a.u.")
print(f"I at V=0.04, 300 K, leading correction = {I_300_leading:.5e} a.u.")
print(f"300 K change of current = {100*(I_300/I_main-1):.2f} percent")
print(f"internal-field share gamma = {gamma:.1f}")
print(f"rise of barrier top = {top_shift:.5f} hartree")
print(f"I at V=0.04 with internal field = {I_tilted:.5e} a.u.")
print(f"internal-field change = {100*(I_tilted/I_main-1):.2f} percent")
print(f"largest relative error, wave-equation T: {T_error:.1e}")
print(f"largest relative error, integrated current: {I_error:.1e}")
print(f"relative error, lead-state sum: {abs(I_sum/I_main-1):.1e}")
print(f"asymptotic-form error at scaled distance 8: {asymptotic_error:.1e}")
print("all good")
```

Output:

```
barrier height Phi = 0.040 hartree
barrier thickness t = 20.0 bohr
source-side fraction beta = 0.80; channels N = 1
curvature frequency omega = 0.028284 hartree
alpha = 222.144 1/hartree
alpha*Phi = 8.8858; action by quadrature = 8.8858
transmission at Fermi level T0 = 1.3833e-04
conductance quantum = 0.318310 a.u.
small-bias conductance = 4.4032e-05 a.u.
I(V)+I(-V) over V^2, small V = 5.8680e-03 a.u.
Currents at beta = 0.8:
V = +0.020 a.u. = +0.5442 V: I = +6.83271e-06 a.u. = +0.045257 microampere
V = -0.020 a.u. = -0.5442 V: I = -4.76286e-07 a.u. = -0.0031547 microampere
V = +0.040 a.u. = +1.0885 V: I = +2.23857e-04 a.u. = +1.4827 microampere
V = -0.040 a.u. = -1.0885 V: I = -1.17151e-06 a.u. = -0.0077596 microampere
V = +0.080 a.u. = +2.1769 V: I = +7.64635e-03 a.u. = +50.646 microampere
V = -0.080 a.u. = -2.1769 V: I = -6.91423e-06 a.u. = -0.045797 microampere
V = +0.100 a.u. = +2.7211 V: I = +1.27326e-02 a.u. = +84.336 microampere
main bias: source level = +0.0320 hartree
main bias: drain level = -0.0080 hartree
T at source level = 0.14466
T at drain level = 2.3396e-05
rectification I(V)/|I(-V)|, V=0.04: 191.084
V = 0.04 a.u., beta = 0.2: I = 1.17151e-06 a.u.
V = 0.04 a.u., beta = 0.5: I = 1.67530e-05 a.u.
V = 0.04 a.u., beta = 0.8: I = 2.23857e-04 a.u.
high-bias line at V=0.10: 1.273240e-02 a.u.
slope at V=0.10 over conductance quantum = 0.79989
kT at 300 K = 9.5004e-04 hartree; alpha*kT = 0.2110
I at V=0.04, 300 K, quadrature = 2.36991e-04 a.u.
I at V=0.04, 300 K, leading correction = 2.36844e-04 a.u.
300 K change of current = 5.87 percent
internal-field share gamma = 0.4
rise of barrier top = 0.00040 hartree
I at V=0.04 with internal field = 2.06127e-04 a.u.
internal-field change = -7.92 percent
largest relative error, wave-equation T: 4.1e-05
largest relative error, integrated current: 2.1e-05
relative error, lead-state sum: 6.1e-05
asymptotic-form error at scaled distance 8: 4.2e-03
all good
```
